Cramér-Rao bound for film thickness from a sinusoidal fringe spectrum

Q: You say that a fringe spectrum fixes a film thickness with an error that falls faster than 1/√N. Averaging N independent readings gives 1/√N. Where would anything better come from?

A: From the longer range of wavenumber, if each new sample extends the spectrum. Let a transparent film have thickness d and known, constant index n. At normal incidence the round trip through the film gives the phase 2ndk, where k is the angular wavenumber in vacuum. In atomic units k = αE, with α the fine-structure constant and E the photon energy. I model the samples as

y_j = s_j + e_j, s_j = B + A cos(2ndk_j + φ),
k_j = k_0 + jΔk, j = 0, …, N−1.

The errors e_j are independent and Gaussian, with zero mean and known standard deviation σ. The offset B, amplitude A, phase φ and thickness d are all unknown. The spacing Δk is held fixed, so the band widens as N grows.

Q: A clever estimator might beat whatever fit you have in mind. How can you bound all of them?

A: I bound those that are unbiased for parameters near the true ones. Let p(y) be the probability density of the data and u_i = ∂ln p/∂x_i the score for parameter x_i. Since ∫p dy = 1 for all parameters, each score has zero mean. Unbiasedness says ∫d̂ p dy = d. Differentiating with respect to x_i, and using ∂p/∂x_i = p u_i, gives

Cov(d̂, u_i) = 1 if x_i is d, and 0 otherwise.

Take any combination Σc_i u_i. Its covariance with d̂ is c_d, and its variance is cᵀFc, where F_ab = ⟨u_a u_b⟩ is the Fisher matrix. The Cauchy-Schwarz inequality gives

c_d² ≤ Var(d̂) cᵀFc.

Now choose c as the d column of F⁻¹. Then c_d and cᵀFc both equal [F⁻¹]_dd, so

Var(d̂) ≥ [F⁻¹]_dd.

For Gaussian noise ln p = −Σ(y_j − s_j)²/(2σ²) + constant. The score is therefore u_a = σ⁻²Σe_j ∂_a s_j, and ⟨e_i e_j⟩ = σ²δ_ij leaves

F_ab = σ⁻² Σ_j ∂_a s_j ∂_b s_j.

Q: Phase and thickness both slide the fringes sideways. Surely they are badly entangled?

A: They are if the phase is referred to k = 0. Refer it to the centre of the band instead. With m = j − (N−1)/2 and band centre k̄,

2ndk_j + φ = θ_m = ωm + ψ,
ω = τd, τ = 2nΔk, ψ = φ + 2ndk̄.

This replaces the nuisance parameter φ by ψ and leaves d itself alone. If J is the matrix of derivatives of the new parameters with respect to the old, then F_old = JᵀF_new J, so F_old⁻¹ = J⁻¹F_new⁻¹(J⁻¹)ᵀ. The d row of J⁻¹ has a 1 in the d column and zeros elsewhere, because d depends on no other parameter. Hence [F⁻¹]_dd is unchanged.

The derivatives are now

∂_B s = 1, ∂_A s = cos θ_m,
∂_ψ s = −A sin θ_m, ∂_d s = −Aτm sin θ_m.

Q: Show me that they decouple.

A: Use sin²θ = (1 − cos 2θ)/2. The product sum for phase and thickness is

A²τ Σm sin²θ_m = (A²τ/2)(Σm − Σm cos 2θ_m),

and Σm = 0 by the centring. Only an oscillating sum remains. For thickness with itself,

A²τ² Σm² sin²θ_m = (A²τ²/2)(Σm² − Σm² cos 2θ_m).

The non-oscillating part follows from Σj² and the mean of j:

Σm² = N(N−1)(2N−1)/6 − N(N−1)²/4
= N(N−1)[(4N−2) − (3N−3)]/12
= N(N²−1)/12.

The remaining diagonal sums are N for B, N/2 + ½Σcos 2θ_m for A, and A²(N/2 − ½Σcos 2θ_m) for ψ. The remaining off-diagonal sums all oscillate: those with B contain cos θ, sin θ or m sin θ, and those with A contain sin 2θ or m sin 2θ.

Q: You are about to throw the oscillating sums away. The one with m² has large weights. Why is it small?

A: A geometric series over any run of ℓ consecutive m obeys

|Σe^{2iωm}| = |sin(ℓω)/sin ω| ≤ 1/|sin ω|.

For weights w_m, let S_m be the sum of e^{2iωm} from the first index up to m. Summation by parts gives

Σw_m e^{2iωm} = w_last S_last − Σ(w_{m+1} − w_m)S_m.

The size is thus at most |w_last| plus the total variation of w, divided by |sin ω|. Put M = (N−1)/2. For w = m the last weight is M and the variation is 2M. For w = m² the last weight is M² and the variation is at most 2M². So

|Σm e^{2iωm}| ≤ 3M/|sin ω|,
|Σm² e^{2iωm}| ≤ 3M²/|sin ω|.

The sums in single θ obey the same bounds with sin(ω/2) in place of sin ω. The m² sum grows as N² at most, while Σm² grows as N³.

To invert the whole matrix, divide out the scales. Let L² = Σm²/N = (N²−1)/12 and use the four columns 1, cos θ, −sin θ and −(m/L) sin θ. Then ∂_d s is AτL times the last column. Since M/L < √3, the matrix G of product sums of these columns is

G = N(D + ε), D = diag(1, ½, ½, ½),

with every entry of ε of order 1/N at fixed ω, provided ω is not a multiple of π. From

(D + ε)⁻¹ = D⁻¹ − D⁻¹ε(D + ε)⁻¹

the inverse differs from D⁻¹ by order 1/N as well. The thickness entry of G⁻¹ is therefore (2/N)[1 + O(1/N)].

Q: And the result?

A: Restoring the scales,

Var(d̂) ≥ [σ²/(A²τ²L²)](2/N)[1 + O(1/N)]
= {24σ²/[A²τ²N(N²−1)]}[1 + O(1/N)].

With τ² = 4n²Δk² and a square root,

sd(d̂) ≥ {√6 σ/[A n Δk √(N(N²−1))]}[1 + O(1/N)].

For large N this falls as N^(−3/2). One factor N^(−1/2) is ordinary averaging, from the 2/N. The other factor, 1/N, is the lever arm L: thickness is read from the slope of phase against wavenumber, and a longer baseline fixes a slope better. The leading term does not contain d. It is also the same whether B is known or not, because B couples to the rest only through ε.

Q: Then I can buy a spectrometer with more pixels and gain N^(−3/2)?

A: Not over the same band. If the band width K is fixed, Δk = K/N, and the leading formula becomes

sd ≈ √6 σ/(A n K √N).

Here ω shrinks with N, so the correction no longer vanishes. It is controlled by 1/(N|sin ω|), which tends to 1/(2ndK). The law N^(−1/2) survives nevertheless, because at fixed band the product sums approach N times fixed integrals. This still assumes independent noise at every sample.

I computed both exponents from the inverted Fisher matrix, without using the leading formula. At fixed spacing, from N = 1000 to 8000, the exponent is −1.4993. At fixed band, from N = 121 to 968, it is −0.4998. The first range is a test of the mathematics, since no film stays transparent over so wide a band.

Q: Give me a case with numbers.

A: Take an oxide-like film on silicon with rough indices 1.46 and 3.8 and thickness 2000 nm. The photon energy runs from 1.20 to 2.40 eV in steps of 0.01 eV, so N = 121. The reflectance noise is σ = 0.001.

The amplitude follows from the reflection coefficients r₁ = (1−1.46)/(1+1.46) = −0.187 and r₂ = (1.46−3.8)/(1.46+3.8) = −0.445. Write δ = 2ndk and q = r₁r₂ = 0.0832. Summing all internal reflections, with 1 − r₁² for transmission in and out, gives

r = r₁ + (1−r₁²)r₂e^{iδ}/(1 + qe^{iδ})
= (r₁ + r₂e^{iδ})/(1 + qe^{iδ}),

|r|² = 1 − (1−r₁²)(1−r₂²)/(1 + q² + 2q cos δ).

Since (1−q²)/(1 + q² + 2q cos δ) = 2 Re[1/(1 + qe^{iδ})] − 1, the geometric series for 1/(1 + qe^{iδ}) gives

1/(1 + q² + 2q cos δ) = [1 − 2q cos δ + 2q² cos 2δ − …]/(1−q²),

so the fundamental has amplitude

A = 2q(1−r₁²)(1−r₂²)/(1−q²) = 0.1297.

In ordinary units Δk = ΔE/ħc with ħc = 197.327 eV nm, and √(121·14640) = 1331. Thus

sd ≥ 2.449 × (0.001/0.1297) × 197.327/(1.46 × 0.01 × 1331) nm
≈ 0.192 nm = 1.92 Å.

The phase step is ω = 0.296 rad, and 5.65 fringes lie in the band. Inverting the full Fisher matrix for φ = 0 gives 0.185 nm, about 3% below the leading formula. Over the nine phases tried, the largest deviation was 4.2% of the formula. With the same spacing, N = 61 gives 0.534 nm and N = 241 gives 0.067 nm. The last value keeps A and n constant up to 3.6 eV, which is not realistic for silicon.

Q: A lower bound may be unreachable. Does a real fit get there?

A: In this model, yes. In 10000 simulated spectra, least-squares fits with free B, A and φ scattered by 0.184 nm, against the bound of 0.185 nm. The sampling error of that scatter is about 0.7%. The mean error was 0.002 nm, compatible with zero. The fits searched only within eight bounds of the true thickness, so they test local precision.

They say nothing about ambiguity. A change of ω by 2π alters each θ_m by 2πm, which is the same phase modulo 2π for every sample and is absorbed by ψ. Thicknesses separated by π/(nΔk) therefore give identical samples. So do d and π/(nΔk) − d, because the cosine is unchanged when every θ_m changes sign and the free phase absorbs the rest. Rough prior knowledge must choose between all these values.

Q: What if I know the reflection phases of both interfaces? Then φ is not free.

A: Then the absolute phase counts, not just its slope. The thickness derivative at fixed φ is −2nAk sin θ, and the non-oscillating part of its squared sum is 2n²A²Σk². The oscillating parts are bounded as before, so

sd ≥ σ/[A n √(2Σk²)] to leading order.

With φ unknown, the same expression holds with Σ(k−k̄)² in place of Σk². Ignorance of the phase thus costs the ratio of the rms wavenumber to its spread, which is 5.25 here. The Fisher matrix gives 0.036 nm with known phase, against 0.185 nm. Since

Σk² = Nk̄² + Δk²N(N²−1)/12,

the known-phase error falls only as N^(−1/2) while the band is narrow compared with k̄. With the phase unknown, the N^(−3/2) law holds once the band contains several fringes, even if the band is narrow compared with k̄.

Q: Your formula does not contain d. Does it promise 0.19 nm for a very thin film too?

A: No. The derivation needs several fringes. Write x = ωm. The columns cos θ and sin θ span the same functions as cos x and sin x, and the thickness column is a combination of x sin x and x cos x. For small x,

x sin x − 2(1 − cos x) ≈ −x⁴/12,
x cos x − sin x ≈ −x³/3.

Over a short arc, changes of offset, amplitude and phase thus imitate a change of thickness almost completely. For a film of 100 nm in the same band, with 0.28 fringes, φ = 0, and A and σ unchanged, the Fisher bound is 4.16 nm, 22 times the leading formula. This factor depends strongly on the phase, because the two remainders above differ in order and the phase sets their mixture.

Sampling can also spoil the averages. Put ω = π − η with N odd, so that m is an integer. Then cos θ_m = (−1)^m cos(ψ − ηm), and apart from the alternating sign the samples see a slow fringe with phase step η. When Nη is small, changes of amplitude and phase again imitate a change of thickness. At ω = π the amplitude and phase columns are proportional, F is singular, and d coincides with its mirror value π/(nΔk) − d. The bound grows steeply on the way there: for N = 121 and η = 0.003 it is about 7.5 times the leading formula for ψ = 0 and about 250 times for ψ = π/2.

Q: Do you believe 0.19 nm for a real oxide film?

A: As a noise limit for these inputs, yes. As a total uncertainty, no. An oxide of about 2 µm on silicon is a realistic thick film. The noise is a rough choice, and 121 points is coarse for an array spectrometer. Of the effects estimated here, the largest error comes from assuming a constant index. For a rough film dispersion n(E) = n₀ + b(E² − E₀²), with n₀ = 1.46, b = 0.003 eV⁻², E₀ = 1.80 eV and x now meaning E − E₀,

nE = n₀E₀ + (n₀ + 2bE₀²)x + 3bE₀x² + bx³.

With a free phase, the fit reads the slope. The slope contains the group index n₀ + 2bE₀² = 1.4794, not 1.46. Dividing by the wrong index shifts the thickness by

2000 × (1.4794/1.46 − 1) nm ≈ 26.6 nm.

Fitting the plain sinusoid to noise-free dispersive data gives +27.6 nm. Most of the difference comes from the cubic term. Over a band of half-width X = 0.6 eV, a straight-line fit to x³ has slope ∫x⁴dx/∫x²dx = 3X²/5. This adds 2000 × 0.003 × 0.216/1.46 ≈ 0.9 nm. These digits belong to the rough value of b. With the Sellmeier dispersion of fused silica, the group index exceeds the index by 0.016 instead of 0.019, and the shift is about 23 nm.

Q: That is over a hundred times your bound. What else is hiding?

A: Several shifts exceed it. Multiple reflections add a second harmonic with 0.083 of the fundamental, and the plain fit then moves by −1.3 nm. A substrate index rising by a rough 0.5 per eV adds +0.9 nm. Together with film dispersion these give +27.0 nm, slightly less than the sum of the separate shifts. These figures belong to this thickness. The shifts from multiple reflections and from the substrate depend on where the fringes fall in the band, and a change of less than 100 nm in thickness can reverse the sign of either. The substrate shift is the more variable one: the same model gives +7.8 nm at 1950 nm and −2.9 nm at 2050 nm, and tabulated silicon indices in place of the linear slope give about −0.4 nm at 2000 nm.

An assumed film index too high by 0.001 gives −1.4 nm, since the fit fixes the product nd. For a uniformly filled cone of numerical aperture 0.1, the mean cosine inside the film shortens the optical path, which gives −2.3 nm. Warming by 5 K with a rough dn/dT of 10⁻⁵ per K gives +0.07 nm, with thermal expansion left out. Averaging each sample over one energy step keeps 0.996 of the fringe contrast, so it raises the noise bound by about 0.4%.

The remedy for the first three is to fit the full reflectance with known dispersion. With offset, scale and phase still free, its noise bound is 0.183 nm, close to that of the sinusoid. The better model removes those shifts at no cost in noise for this example, provided the indices put into it are right. For silicon that means the complex index. The band lies above the gap, and absorption gives r₂ a phase that varies with energy. Leaving it out, as the real substrate index used here does, shifts the thickness by about +0.4 nm, twice the noise bound, even in the full fit. An index error of 0.001 already outweighs the noise about seven times, so here more samples would improve repeatability much more than accuracy. The remaining figures are in the numerical output.

Numbers as computed

```
film index 1.46, substrate index 3.8 (rough)
film thickness 2000 nm
photon energy 1.20 to 2.40 eV, step 0.01 eV, N = 121
reflectance noise sigma 0.001
hbar*c 197.327 eV nm
wavenumber step 2.6817e-06 atomic units
fringe offset 0.2206, amplitude 0.1297
amplitude/sigma 129.7
phase step omega 0.2960 rad, fringes in band 5.65
bound, leading formula 0.1918 nm = 1.918 angstrom
bound, full Fisher matrix 0.1853 nm
largest deviation over phases at this N 4.22 %
N = 61: Fisher 0.5340 nm, formula 0.5359 nm
N = 121: Fisher 0.1853 nm, formula 0.1918 nm
N = 241: Fisher 0.0674 nm, formula 0.0682 nm
exponent, fixed spacing, N 1000 to 8000: -1.4993
exponent, fixed band, N 121 to 968: -0.4998
simulated fits: 10000, sd 0.1843 nm, bias 0.0019 nm
bound with phase at k=0 known: Fisher 0.0361 nm
bound with phase at k=0 known: formula 0.0365 nm
rms wavenumber / spread 5.250
thin film 100 nm: 0.28 fringes in band
thin film: Fisher bound 4.16 nm, 22 x formula
Thickness shifts of the plain sinusoidal fit, noise-free data:
  second harmonic / fundamental 0.0832
  multiple reflections -1.325 nm
  substrate index slope 0.5 per eV: +0.875 nm
  film index curvature 0.003 per eV^2: +27.60 nm
  group index at 1.80 eV: 1.4794
  shift predicted by group index +26.63 nm
  these three effects together +26.96 nm
  assumed index too high by 0.001: -1.369 nm
  cone of numerical aperture 0.1: -2.347 nm
  warming by 5 K, dn/dT 1e-05 per K: +0.068 nm
fringe contrast kept at resolution of one step 0.9964
noise bound, full reflectance, known dispersion 0.1826 nm
```
